Adiabatic energies and radial coupling at a promoted-orbital avoided crossing

**1. Result**

Two electronic configurations of a colliding atom pair have diabatic energies E₁(R) and E₂(R) and a real coupling V(R) > 0, where R is the distance between the nuclei. Define

S = (E₁ + E₂)/2, D = (E₁ − E₂)/2, W = √(D² + V²).

The adiabatic interatomic energies are

E₊ = S + W, E₋ = S − W, (1)

and the radial nonadiabatic coupling between them is

d = ⟨−|∂_R +⟩ = (D V′ − V D′)/(2W²) − τ, τ = ⟨1|∂_R 2⟩. (2)

A prime denotes d/dR. The term τ is the component along |1⟩ of the change of |2⟩ with R, and vanishes for a strictly diabatic pair. For curves that cross linearly, E₁ − E₂ = −F(R − Rc) with F > 0, and for constant V and τ = 0,

d = V F/[4V² + F²(R − Rc)²]. (3)

This is a Lorentzian of height F/(4V), half-width 2V/F at half-maximum and area π/2. A weaker coupling V gives a smaller gap and a taller, narrower peak of the same area.

**2. The promoted orbital and the two-state matrix**

As two atoms approach, their orbitals go over into those of the united atom. An orbital that connects to a higher shell of the united atom is called promoted. The higher shell raises its energy, while the larger united nuclear charge lowers it. Where the first effect wins, the orbital rises as R falls and can meet an orbital that was empty at large R.

Let |1⟩ be the configuration with the electron in the promoted orbital, and |2⟩ the one with that electron in the formerly empty orbital. The remaining electrons are treated alike in both. E₁ and E₂ are energies of whole configurations, so each contains the nuclear repulsion. That repulsion enters S and cancels from D.

The two states are real and orthonormal. Restricted to them, the electronic Hamiltonian is the matrix

M = [[E₁, V], [V, E₂]] = S·1 + [[D, V], [V, −D]]. (4)

Without spin–orbit coupling, V can differ from zero only if the configurations have the same symmetry, including spin. For two equal atoms this includes the parity under inversion. If symmetry makes V zero, the curves can cross. Otherwise the gap closes only where D = 0 and V = 0 at the same R. These are two conditions on one variable, so in general the crossing is avoided.

**3. Energies and forces**

The eigenvalues E of (4) satisfy

(S + D − E)(S − D − E) − V² = 0.

The product is (S − E)² − D², so (E − S)² = D² + V², which is (1). The gap is 2W. Where the diabatic curves cross, D = 0 and the gap is 2V.

The derivative of W follows from W² = D² + V²:

W′ = (D D′ + V V′)/W.

The interatomic forces are therefore

−E±′ = −S′ ∓ (D D′ + V V′)/W. (5)

At a smooth minimum of the gap D D′ + V V′ = 0, but the same condition also holds at a maximum. For constant V and curves that cross, the minimum is the crossing point D = 0. If V varies, the minimum is in general displaced from it.

For the linear crossing put x = R − Rc, so that D = −Fx/2 and D′ = −F/2. With constant V,

W′ = F²x/(4W).

At x = 0 this vanishes and both adiabatic forces equal −S′. For |x| ≫ 2V/F, W → F|x|/2 and W′ → ±F/2, so each adiabatic force goes over into one of the diabatic forces. The exchange of forces takes place over a distance of order 2V/F.

**4. States and their phases**

Define an angle θ by

cos 2θ = D/W, sin 2θ = V/W. (6)

Since V > 0, 2θ lies between 0 and π, and θ is a continuous function of R. Choose

|+⟩ = cos θ |1⟩ + sin θ |2⟩,
|−⟩ = −sin θ |1⟩ + cos θ |2⟩. (7)

To verify the first, apply the traceless part of (4), which is W[[cos 2θ, sin 2θ], [sin 2θ, −cos 2θ]], to the column (cos θ, sin θ). The two components are

W(cos 2θ cos θ + sin 2θ sin θ) = W cos θ,
W(sin 2θ cos θ − cos 2θ sin θ) = W sin θ.

The eigenvalue is +W. The column (−sin θ, cos θ) is orthogonal to it, and since the matrix has zero trace its eigenvalue is −W.

At a linear crossing, D > 0 well inside Rc. There θ → 0 and the upper state is the promoted configuration |1⟩. Well outside, D < 0, θ → π/2, and |1⟩ is the lower state, apart from a sign. Each adiabatic state changes its electronic character as R passes Rc.

Reversing the sign of one of the states in (7) reverses d. The sign of d has meaning only together with the phase convention; d² does not depend on it.

**5. The radial coupling**

Differentiate |+⟩, including the change of the basis states:

∂_R|+⟩ = θ′(−sin θ|1⟩ + cos θ|2⟩) + cos θ|∂_R 1⟩ + sin θ|∂_R 2⟩.

The first bracket is |−⟩, so it contributes θ′ to d. For the rest, normalization of real states gives ⟨1|∂_R 1⟩ = ⟨2|∂_R 2⟩ = 0. Orthogonality, ⟨1|2⟩ = 0, gives ⟨2|∂_R 1⟩ = −⟨1|∂_R 2⟩ = −τ. Projection on ⟨−| then yields

−sin θ · sin θ · τ + cos θ · cos θ · (−τ) = −τ.

Hence

d = θ′ − τ. (8)

To find θ′, differentiate both relations in D = W cos 2θ and V = W sin 2θ:

D′ = W′ cos 2θ − 2θ′W sin 2θ,
V′ = W′ sin 2θ + 2θ′W cos 2θ.

In the combination D V′ − V D′ the terms with W′ cancel, and the others add to

2θ′W²(cos² 2θ + sin² 2θ) = 2θ′W².

So θ′ = (D V′ − V D′)/(2W²), and (8) becomes (2).

The residual τ can be removed within the pair. Rotate |1⟩, |2⟩ by an angle β(R) in the same manner as (7). By the algebra that led to (8), the coupling of the new pair is β′ − τ, so β′ = τ makes it zero. The matrix M must then be rotated too. Derivative couplings to states outside the pair are not removed, and strict diabaticity of the whole problem remains an assumption.

**6. The same coupling from a force operator**

Suppose that |±⟩ are eigenstates of the full electronic operator H. Differentiate H|+⟩ = E₊|+⟩ and project on ⟨−|:

⟨−|H′|+⟩ + E₋ d = E₊ d.

The term with E₊′ has dropped out because ⟨−|+⟩ = 0. Thus

d = ⟨−|H′|+⟩/(E₊ − E₋). (9)

The coupling is large where the gap is small and the change of H with R connects the two states. At a diabatic crossing with τ = 0 the states |±⟩ are equal mixtures, and the magnitude of the numerator is |D′|, half the difference of the diabatic slopes.

If only the matrix elements in M are differentiated, the numerator is

−2 sin θ cos θ D′ + (cos² θ − sin² θ)V′ = (D V′ − V D′)/W.

Division by 2W gives θ′, without τ. The missing part comes from the motion of the basis. Let T = [[0, τ], [−τ, 0]] be the matrix of ⟨i|∂_R j⟩. In the moving basis the derivative of H has the matrix M′ + TM − MT. The last two terms contribute (E₊ − E₋)⟨−|T|+⟩ to the numerator, and

⟨−|T|+⟩ = −τ sin² θ − τ cos² θ = −τ.

Equations (8) and (9) therefore agree.

**7. Linear crossing, and a case without a crossing**

Put D = −Fx/2, D′ = −F/2, V′ = 0 and τ = 0 in (2). The numerator is VF/2 and the denominator is 2(F²x²/4 + V²). Multiplying both by 2 gives (3). At x = 0 the value is F/(4V). It has fallen to half when F²x² = 4V², that is, at |x| = 2V/F. The area between −X and X is

Θ(X) = ∫ VF dx/(4V² + F²x²) = arctan(FX/2V), (10)

because ½ arctan(Fx/2V) has the integrand as its derivative. As X → ∞ the area tends to π/2, the full rotation from one configuration to the other. Far from the crossing d ≈ V/(Fx²), so the tails are long.

When V varies, V′ is multiplied by D in (2) and drops out at D = 0. The coupling at the diabatic crossing is then still F/(4V), with V taken there.

A second case shows that strong mixing does not need a crossing. Let D be a positive constant and V = D exp[−λ(R − R₀)], with λ > 0, so that V = D at R₀. Then V′ = −λV, and (2) with τ = 0 gives

d = −λDV/[2(D² + V²)] = −(λ/4)/cosh[λ(R − R₀)].

The last step uses D/V + V/D = 2 cosh[λ(R − R₀)]. Since ∫dy/cosh(λy) = π/λ over all y, the area is −π/4. Its magnitude is half that of the linear crossing, and the peak height is set by the decay of V instead of by a difference of slopes.

**8. What the coupling does to the nuclei**

Take τ = 0 and neglect derivative couplings out of the pair. Let u₊ and u₋ be radial nuclear amplitudes multiplied by R, which removes the first-derivative term from the radial kinetic energy. Set the nuclear angular momentum to zero. Collect the columns of |+⟩ and |−⟩ in a matrix U, and write u for the column (u₊, u₋). Then

∂_R(Uu) = U(∂_R + A)u, A = UᵀU′ = [[0, −d], [d, 0]].

Applying this twice gives

(∂_R + A)²u = u″ + 2Au′ + A′u + A²u, A² = −d²·1.

Multiply by −ħ²/(2μ), where μ is the reduced mass of the nuclei, and add the energies (1). For total energy E,

[−(ħ²/2μ)∂_R² + E₊ + ħ²d²/2μ]u₊ + (ħ²/2μ)(2d∂_R + d′)u₋ = E u₊,
[−(ħ²/2μ)∂_R² + E₋ + ħ²d²/2μ]u₋ − (ħ²/2μ)(2d∂_R + d′)u₊ = E u₋. (11)

Both curves are raised by the same diagonal term ħ²d²/(2μ). The off-diagonal terms move amplitude between the curves.

For a fast ion the nuclei may be given one classical path R(t), provided their de Broglie wavelength is short and their kinetic energy far exceeds the electronic energy differences all along the path. Insert a₊|+⟩ + a₋|−⟩ in the time-dependent Schrödinger equation. The states change at the rate Ṙ∂_R, and ⟨+|∂_R −⟩ = −d, so

ȧ₊ = −iE₊a₊/ħ + Ṙ d a₋,
ȧ₋ = −iE₋a₋/ħ − Ṙ d a₊. (12)

The coupling energy ħ|Ṙ|d is to be compared with the gap 2W. At the centre of a linear crossing their ratio is

ħ|Ṙ|F/(8V²). (13)

When the ratio is small, the energy phases turn many times during the passage and the contributions to a jump largely cancel. When it is large, the phases have little time to act. If they are dropped altogether, (12) is a rotation of (a₊, a₋) by the area Θ of d along the path. A system that starts on the lower curve then has upper population sin² Θ, which tends to 1 for a complete crossing. In a complete crossing, a jump between the adiabatic curves means that the electron keeps its diabatic configuration.

**9. Example: a 20 keV oxygen ion meeting an oxygen atom**

The promoted orbital is taken to be of 4fσ type. The parameters are round numbers chosen for illustration, not calculated for this pair: Rc = 0.06 nm, V = 1 eV and F = 250 eV/nm. The second curve is flat and serves as the zero of energy, which also sets aside the common repulsion. At R = 0.052 nm,

E₁ = 250 × 0.008 = 2 eV, S = D = 1 eV, W = √2 eV,

so E₊ = 2.41 eV and E₋ = −0.41 eV. At Rc the energies are ±1 eV. The coupling there is

d = 250/(4 × 1) = 62.5 nm⁻¹,

with half-width 2 × 1/250 = 0.008 nm. The numerical output lists more distances.

With equal masses and the target at rest, half the ion energy, 10 keV, belongs to the relative motion. The relative speed is v = 0.491 nm/fs, and ħv × 62.5 nm⁻¹ = 20.2 eV. This is 10.1 times the gap of 2 eV, so the passage is strongly nonadiabatic. The diagonal correction is about 0.010 eV at its peak, or 0.5 % of the gap.

For one inward pass from 0.11 to 0.01 nm at constant speed, starting on the lower curve, numerical integration gives a jump probability of 0.945. The area of d in this interval is 1.412, which is 90 % of π/2. Without phases the probability would be sin²(1.412) = 0.975. Over this interval the energy phases thus lower the probability by 0.03. The value depends somewhat on where the interval ends, because the coupling has long tails. A linear crossing followed to large distances on both sides gives the Landau–Zener value exp[−2πV²/(ħvF)] = 0.925.

With the same curves and interval but one-twentieth of the speed, the ratio (13) falls to 0.51 and the jump probability to 0.21. This comparison belongs to the model; it does not say that so slow an ion would reach Rc. At both speeds, integration in the diabatic basis and integration of (12) were tested against each other and agreed within 10⁻⁶.

A real collision has an outward pass too. Write p for the one-pass jump probability. The upper state can be reached at the end by two routes: jump on the way in and stay on the way out, or the reverse. For a real symmetric Hamiltonian retraced at the same speed, the outward evolution matrix is the transpose of the inward one, so both amplitudes have magnitude √[p(1 − p)]. If their phases are averaged out, the probability is 2p(1 − p) = 0.10. If they add in phase, it is 4p(1 − p) = 0.21. The integration, with the speed simply reversed at 0.01 nm, gives 0.20, close to constructive addition. This depends on the chosen reversal point: reversal at 0.03 nm gives 0.14. This final upper state is mainly |2⟩, with the electron left in the formerly empty orbital.

**10. How far the example can be trusted**

*Variation of V.* Let V decay outward as exp[−(R − Rc)/L] with L = 0.03 nm. The gap minimum moves to 0.0619 nm and falls to 1.94 eV, while d at Rc remains 62.5 nm⁻¹. The condition D D′ + V V′ = 0 explains the shift: it reads F²x/4 = V²/L, which gives x ≈ 0.002 nm. The peak of d also moves, to 0.0618 nm, and rises to 66.5 nm⁻¹. The dynamics change more than these figures suggest: V has grown to 5.3 eV at 0.01 nm, and the one-pass probability over the interval of section 9 falls from 0.945 to 0.87.

*Another empty level.* A flat level 5 eV above the first, coupled to |1⟩ with the same strength, changes the minimum gap of the lower pair to 1.96 eV and its peak coupling to 61.1 nm⁻¹. Both changes are about 2 %. The promoted curve meets this level at 0.04 nm, however, inside the interval of the dynamical calculation. In a fast collision the electron would pass a second crossing there, which the two-state probability omits.

*Slowing by repulsion.* The bare Coulomb energy of two charges 8e at Rc is 1.54 keV. Electrons screen it, so this is an upper bound. In a head-on collision it would lower the relative speed at Rc by 8 %; the ion's own speed falls by only 4 %, because the target recoils. A pass made throughout at that lower speed has jump probability 0.940 instead of 0.945. Further in, the slowing can be much greater: at 0.01 nm the bare repulsion is 9.2 keV, out of the 10 keV available. This can change the phase between the two routes of a full collision, so the value 0.20 in section 9 belongs to the constant-speed model only.

*Rotation of the internuclear axis.* This restricts the example to a small range of impact parameters. At impact parameter b, conservation of angular momentum gives the axis the angular velocity ω = vb/R². In the rotating frame the electrons acquire a term of magnitude ωL_y, which couples σ to π orbitals. For a pure orbital with quantum number l, L_y = (L₊ − L₋)/(2i) acting on the m = 0 state produces m = ±1 components, each of magnitude ħ√[l(l + 1)]/2. The norm is ħ√[l(l + 1)/2], or 2.45ħ for l = 3. The rotational coupling at Rc equals V when

b = V Rc²/(2.45 ħv) = 0.0045 nm.

This disc contains 0.6 % of the area πRc². At b = 0.03 nm the rotational coupling is already 6.6 eV. Its effect also depends on the energy separation of the σ and π orbitals, which the model does not contain. Inside Rc the rotational coupling grows as 1/R²; for b = 0.0045 nm it reaches 36 times V at 0.01 nm. The limit for the whole pass is therefore stricter than the one at Rc, and the probabilities of section 9 describe only nearly head-on collisions, with b well below 0.0045 nm.

*Electron translation.* An electron carried by one nucleus has a momentum relative to the other. The associated phase across Rc is m_e v Rc/ħ = 0.25 rad. This is not negligible if accurate probabilities are wanted, and (12) leaves it out.

**Relation to implantation.** Oxygen ions of tens of keV can be implanted in a solid, and oxygen–oxygen encounters occur when the target is an oxide. The crossing distance, slope and coupling used here only illustrate the method. They do not come from a calculated O–O potential and may differ greatly from the values for a real pair. A rough Hartree–Fock estimate from the empty orbitals of O₂²⁺ (aug-cc-pVDZ) shows the 3σu orbital, the 4fσ one, rising at about 280 eV/nm between 0.15 and 0.12 nm and reaching a diffuse σu level between 0.12 and 0.10 nm. At 0.06 nm the lowest empty σu orbital is flat and p-like. The slope used here is thus plausible, but the first real crossing probably lies farther out than Rc = 0.06 nm. The straight line for E₁ is a further simplification. Between 0.11 and 0.01 nm it rises by 25 eV relative to the flat curve, whereas a real promoted level flattens towards its united-atom energy. The line can stand for such a level only near the crossing. An implanted ion also slows down and meets atoms at all impact parameters, mostly outside the small disc found above. In a solid, moreover, the empty level may belong to a band, and the single added level measures only part of that effect. The 0.945 is thus a one-pass model probability and not an excitation yield per implanted ion. Equations (1) and (2) hold for whatever E₁, E₂, V and τ a better calculation of the pair supplies, as long as two states suffice.

Table of computed values

```
Crossing distance Rc: 0.060 nm
Diabatic coupling V: 1.00 eV
Difference of slopes F: 250.0 eV/nm
Ion energy: 20.0 keV
Centre-of-mass energy: 10.0 keV
Relative speed: 0.4911 nm/fs
Energies below are relative to the flat diabatic curve
R=0.044 nm: E1=4.000, lower=-0.236, upper=4.236 eV; d=12.50 1/nm
R=0.052 nm: E1=2.000, lower=-0.414, upper=2.414 eV; d=31.25 1/nm
R=0.060 nm: E1=-0.000, lower=-1.000, upper=1.000 eV; d=62.50 1/nm
R=0.068 nm: E1=-2.000, lower=-2.414, upper=0.414 eV; d=31.25 1/nm
R=0.076 nm: E1=-4.000, lower=-4.236, upper=0.236 eV; d=12.50 1/nm
Minimum gap: 2.000 eV
Peak radial coupling: 62.50 1/nm
Half-width at half-maximum: 0.0080 nm
Integration range: 0.010 to 0.110 nm
Coupling area in range: 1.4121 rad
Fraction of full area pi/2: 0.8990
Peak diagonal correction: 0.01021 eV
hbar*speed*peak coupling: 20.204 eV
Its ratio to minimum gap: 10.102
Jump probability, one inward pass: 0.9454
Jump probability at speed/20 (model only): 0.2138
Upper population after return, constant speed: 0.2044
Neighbour level spacing, chosen: 5.00 eV
Minimum lower gap with neighbour: 1.960 eV
Peak lower-pair coupling with neighbour: 61.15 1/nm
Decay length for varying V, chosen: 0.030 nm
Varying-V gap minimum: 1.936 eV
Varying-V minimum position: 0.06188 nm
Bare Coulomb energy at Rc (upper bound): 1536.0 eV
Bare Coulomb closest approach, head-on: 0.00922 nm
Largest speed reduction at Rc: 8.00 percent
One-pass jump at that reduced speed: 0.9403
f-sigma to f-pi angular element / hbar: 2.4495
Impact parameter where rotation equals V: 0.00455 nm
Area fraction below it, within Rc: 0.574 percent
Electron translation phase over Rc: 0.2545 rad
```
